\section*{Zigzag edge states and their splitting in finite honeycomb ribbons}

Consider a honeycomb lattice with one orbital per atom. The orbitals are orthonormal, every site energy is zero, and each pair of nearest neighbours is joined by the real matrix element $-t$, with $t>0$. Spin, electron interactions and longer hoppings are left out, and all statements below belong to this model. The lattice is cut along a zigzag edge parallel to $x$, with period $a$. Positions $x$ are measured in units of $a$, and the wavenumber $k$ along the edge in units of $1/a$, so that $0\le k<2\pi$ covers every distinct state.

Zigzag rows are numbered $n=1,2,\dots$ from the lower edge inwards. Row $n$ holds one atom $A_n$ and one atom $B_n$ per period. Each $A_n$ has two neighbours $B_n$ in its own row, displaced along $x$ by $+1/2$ and $-1/2$, and one neighbour $B_{n-1}$ directly below it. Each $B_n$ likewise has two neighbours $A_n$, and one neighbour $A_{n+1}$ directly above it. The outermost atom $A_1$ lacks its lower neighbour. The bond length is $a/\sqrt3$ and the distance between rows is $\sqrt3\,a/2$.

Translation symmetry along the edge allows the wave function to be written as $e^{ikx}a_n$ on $A_n$ and $e^{ikx}b_n$ on $B_n$, where $x$ is the actual coordinate of the atom. In the Schrödinger equation at an atom $A_n$, the two neighbours in the row carry the relative phases $e^{ik/2}$ and $e^{-ik/2}$, while the neighbour below has the same $x$ and carries no phase. The two phases add up to
\begin{equation}
g=e^{ik/2}+e^{-ik/2}=2\cos(k/2),
\end{equation}
and the equations at the two kinds of atom are
\begin{align}
E\,a_n&=-t\,(g\,b_n+b_{n-1}),\label{A}\\
E\,b_n&=-t\,(g\,a_n+a_{n+1}),\label{B}
\end{align}
with $b_0=0$ for the missing neighbour of $A_1$. At fixed $k$ the problem is therefore a chain with alternating bonds of strength $t|g|$ within the rows and $t$ between them.

The use of true positions makes $g$ real. If all atoms of a unit cell were given the same Bloch phase instead, the amplitude ratio found below would acquire an extra phase per row, with the same modulus. The sign of $g$ is also partly conventional. Under
\begin{equation}
a_n\to(-1)^{n-1}a_n,\qquad b_n\to(-1)^n b_n,\label{flip}
\end{equation}
equations \eqref{A} and \eqref{B} keep their form with $g\to-g$, because $a_n$ and $b_n$ acquire opposite signs while $a_n$ and $b_{n-1}$ acquire equal ones. Energies and probabilities thus depend on $|g|$ alone.

Let the lattice first extend without end in the direction of increasing $n$, and set $E=0$. The two sublattices decouple. Equation \eqref{A} gives $g\,b_n+b_{n-1}=0$. For $g\neq0$ the case $n=1$ yields $b_1=0$, and $b_n=-b_{n-1}/g$ then makes every $b_n$ vanish. For $g=0$ the same equation reads $b_{n-1}=0$ for all $n\ge2$, with the same outcome. Equation \eqref{B} gives
\begin{equation}
a_{n+1}=-g\,a_n=-2\cos(k/2)\,a_n,\qquad a_n=(-g)^{n-1}a_1.\label{ratio}
\end{equation}
This is a condition of destructive interference: the amplitudes on the three $A$ neighbours of every $B$ atom add up to zero. At $k=\pi$ the two neighbours in the row cancel each other, nothing is needed from the next row, and the state sits entirely on $A_1$.

The state is acceptable if its norm per period is finite. The sum
\begin{equation}
\sum_{n=1}^{\infty}|a_n|^2=|a_1|^2\sum_{n=1}^{\infty}g^{2(n-1)}=\frac{|a_1|^2}{1-g^2}
\end{equation}
converges if and only if $|g|<1$, that is $|\cos(k/2)|<1/2$. Since $0\le k/2<\pi$, this means $\pi/3<k/2<2\pi/3$, or
\begin{equation}
\frac{2\pi}{3}<k<\frac{4\pi}{3}.
\end{equation}
At the two end points the amplitude keeps a constant modulus from row to row, and outside the interval it grows into the lattice. Inside, the normalized state has probability $1-g^2$ on the edge atom, and its amplitude falls as $e^{-(n-1)/\xi}$ with
\begin{equation}
\xi=-\frac{1}{\ln|g|}\quad\text{rows}.
\end{equation}
Close to the lower end, put $k=2\pi/3+q$ with small $q>0$. Then $g=2\cos(\pi/3+q/2)\approx1-\tfrac{\sqrt3}{2}q$, and $\xi\approx2/(\sqrt3\,q)$ diverges.

Now let the ribbon end after $N$ rows. The atom $B_N$ has no upper neighbour, which is expressed by $a_{N+1}=0$ in \eqref{B}. At $E=0$ the last $B$ equation becomes $g\,a_N=0$, which \eqref{ratio} cannot satisfy for $g\ne0$ unless $a_1=0$. The zero-energy state of the lower edge is therefore disturbed, by an amount set by its tail at the upper edge. The upper edge has a mirror state on the $B$ atoms, and the two can mix.

A first estimate of the mixing, for $0<|g|<1$, uses the truncated states
\begin{equation}
\text{lower: } a_n=C(-g)^{n-1},\qquad \text{upper: } b_n=C(-g)^{N-n},\qquad C^2=\frac{1-g^2}{1-g^{2N}},
\end{equation}
where $C$ normalizes the finite geometric sum. Both have zero mean energy, since hopping joins only opposite sublattices. Their matrix element is
\begin{equation}
V=-t\sum_{n=1}^{N}a_n\,(g\,b_n+b_{n-1}).
\end{equation}
For $n\ge2$ one has $b_{n-1}=C(-g)^{N-n+1}=-g\,b_n$, so the bracket vanishes. The term $n=1$, with $b_0=0$, leaves
\begin{equation}
V=-t\,C^2 g\,(-g)^{N-1}=t\,(-g)^N\,\frac{1-g^2}{1-g^{2N}}.\label{V}
\end{equation}
Within this pair of states the energies are $\pm|V|$, which suggests a splitting that decays as $|g|^N$. The estimate ignores the admixture of all other states, so the ribbon has to be solved exactly to establish the law.

For this take $g>0$; negative $g$ follows from \eqref{flip}. Assume $E\neq0$, multiply \eqref{A} by $E$, and insert \eqref{B} for $E\,b_n$ and $E\,b_{n-1}$. For $2\le n\le N$,
\begin{equation}
\begin{aligned}
E^2a_n&=t^2\left[g(g\,a_n+a_{n+1})+(g\,a_{n-1}+a_n)\right]\\
&=t^2\left[(1+g^2)a_n+g(a_{n+1}+a_{n-1})\right].
\end{aligned}\label{rec}
\end{equation}
For $n=1$ the second round bracket is absent because $b_0=0$. The recursion can still be used there if a fictitious amplitude $a_0$ is defined by $g\,a_0+a_1=0$. The other boundary condition is $a_{N+1}=0$, which is met by
\begin{equation}
a_n=\sin[(N+1-n)p].
\end{equation}
Since $a_{n+1}+a_{n-1}=2\cos p\;a_n$, the recursion and the condition on $a_0$ give
\begin{align}
E^2&=t^2(1+g^2+2g\cos p),\label{disp}\\
F(p)&\equiv g\sin[(N+1)p]+\sin(Np)=0.\label{quant}
\end{align}

Real solutions with $0<p<\pi$ are standing waves across the ribbon. To count them, evaluate $F$ at $p_j=j\pi/(N+1)$, $j=1,\dots,N$. The first term vanishes there, and $Np_j=j\pi-p_j$, so
\begin{equation}
F(p_j)=\sin(j\pi-p_j)=(-1)^{j+1}\sin p_j .
\end{equation}
The signs alternate, and there is at least one root between each pair of adjacent points: $N-1$ roots in all. One more may lie between $p_N$ and $\pi$. With $p=\pi-\varepsilon$ and $\sin[m(\pi-\varepsilon)]=(-1)^{m+1}\sin(m\varepsilon)$, small $\varepsilon>0$ gives
\begin{equation}
F\approx(-1)^N\varepsilon\,[(N+1)g-N],
\end{equation}
while $F(p_N)=(-1)^{N+1}\sin p_N$. The signs differ, and an $N$th real root is guaranteed, if $g>N/(N+1)$.

If $g<N/(N+1)$, the remaining solution has the complex value $p=\pi+i\kappa$ with $\kappa>0$. Then $\sin(mp)=(-1)^m\,i\sinh(m\kappa)$, and \eqref{quant} becomes
\begin{equation}
g=\frac{\sinh(N\kappa)}{\sinh[(N+1)\kappa]}.\label{kappa}
\end{equation}
The right side tends to $N/(N+1)$ for $\kappa\to0$ and to zero for $\kappa\to\infty$. Its logarithmic derivative, multiplied by $\kappa$, is $y_1\coth y_1-y_2\coth y_2$ with $y_1=N\kappa<y_2=(N+1)\kappa$. This is negative, because
\begin{equation}
\frac{d}{dy}(y\coth y)=\frac{\tfrac12\sinh 2y-y}{\sinh^2y}>0\qquad(y>0).
\end{equation}
The right side of \eqref{kappa} thus falls steadily, and exactly one $\kappa$ belongs to each $g$ with $0<g<N/(N+1)$.

At $g=N/(N+1)$ itself the remaining solution is the common limit $p\to\pi$, with the linear profile $a_n\propto(-1)^{n-1}(N+1-n)$. In every case there are $N$ solutions with different values of $E^2$, since $\cos p$ is monotonic on $(0,\pi)$ and equals $-\cosh\kappa<-1$ for the complex root. The eliminated problem \eqref{rec} is an $N\times N$ one, so no solution is missing. Each $E^2$, being positive, gives two states with energies $\pm E$, and together they make up the $2N$ states of the ribbon.

The energy of the complex solution follows from \eqref{disp} with $\cos p=-\cosh\kappa$. Write $s=\sinh(N\kappa)$, $c=\cosh(N\kappa)$ and $S=\sinh[(N+1)\kappa]=s\cosh\kappa+c\sinh\kappa$, so that $g=s/S$. Then
\begin{equation}
\begin{aligned}
S^2+s^2-2Ss\cosh\kappa&=(S-s\cosh\kappa)^2-s^2\sinh^2\kappa\\
&=(c^2-s^2)\sinh^2\kappa=\sinh^2\kappa .
\end{aligned}
\end{equation}
Division by $S^2$ turns the left side into $1+g^2-2g\cosh\kappa=E^2/t^2$, and therefore
\begin{equation}
E=\pm\,t\,\frac{\sinh\kappa}{\sinh[(N+1)\kappa]}.\label{exact}
\end{equation}

The amplitudes, up to a common factor, are $a_n=(-1)^{n-1}\sinh[(N+1-n)\kappa]$. Equation \eqref{B} then gives
\begin{equation}
b_n=-\frac{t}{E}(-1)^{n-1}\left\{g\sinh[(N+1-n)\kappa]-\sinh[(N-n)\kappa]\right\}.
\end{equation}
Insert $g=s/S$ and use $\sinh u\sinh v=\tfrac12[\cosh(u+v)-\cosh(u-v)]$ in both products. The terms $\cosh[(2N+1-n)\kappa]$ cancel, and the curly bracket becomes
\begin{equation}
\frac{\cosh[(n+1)\kappa]-\cosh[(n-1)\kappa]}{2S}=\frac{\sinh\kappa\,\sinh(n\kappa)}{S}=\frac{|E|}{t}\sinh(n\kappa).
\end{equation}
Hence $b_n=\operatorname{sgn}(E)\,(-1)^n\sinh(n\kappa)$. The $B$ profile is the mirror image of the $A$ profile, and each sublattice carries half the probability. The states at $+E$ and $-E$ are the two combinations of a lower and an upper edge state, with opposite relative sign. For negative $g$, \eqref{flip} removes the alternating signs, and $g$ is replaced by $|g|$ in the formulas for $\kappa$ and $E$.

The behaviour for large $N$ at fixed $k$ is found with $z=e^{-\kappa}$, in terms of which \eqref{kappa} and \eqref{exact} read
\begin{equation}
|g|=z\,\frac{1-z^{2N}}{1-z^{2N+2}},\qquad \frac{|E|}{t}=z^N\,\frac{1-z^2}{1-z^{2N+2}} .\label{z}
\end{equation}
For $0<|g|<1$ the first relation gives $z=|g|(1+\delta)$ with $\delta\approx g^{2N}(1-g^2)$ to leading order. The factors of the energy then change as follows:
\begin{equation}
\begin{aligned}
z^N&\approx|g|^N(1+N\delta),\\
1-z^2&\approx(1-g^2)(1-2g^{2N+2}),\\
(1-z^{2N+2})^{-1}&\approx1+g^{2N+2}.
\end{aligned}
\end{equation}
Multiplying them, and doubling $|E|$, one obtains the splitting
\begin{equation}
2|E|\approx2t\,|g|^N(1-g^2)\left\{1+g^{2N}\left[N(1-g^2)-g^2\right]\right\}.\label{law}
\end{equation}
The prefactor is the exponential law: each further row multiplies the splitting by $|g|=e^{-1/\xi}$. The estimate \eqref{V} has the same leading term, but its relative correction is $g^{2N}$ and lacks the part that grows with $N$.

At $k=\pi$, where $g=0$, the ribbon falls apart into pairs $B_nA_{n+1}$ with energies $\pm t$ and two isolated atoms, $A_1$ and $B_N$. The edge levels are then exactly degenerate at zero.

The exponential law is not uniform in $k$. A ribbon of $N$ rows has a pair of edge states, meaning solutions with complex $p$ and energy below the band edge $t\,|1-|g||$ of the standing waves, only for $|g|<N/(N+1)$, that is for $k_c<k<2\pi-k_c$ with
\begin{equation}
k_c=2\arccos\frac{N}{2(N+1)}\approx\frac{2\pi}{3}+\frac{2}{\sqrt3\,(N+1)} .
\end{equation}
The approximation follows from $g\approx1-\tfrac{\sqrt3}{2}q$ set equal to $1-1/(N+1)$. The interval is narrower than that of the semi-infinite lattice, because near its ends the decay length becomes comparable with the width. At the threshold, $\kappa\to0$ in \eqref{exact} gives $|E|=t/(N+1)$, which falls only as a power of the width. Beyond it the lowest level is a standing wave with real $p$. Conversely, at a fixed $k$ inside the semi-infinite interval, edge states are present once $N>|g|/(1-|g|)$, and \eqref{law} applies when the two expansion parameters $g^{2N}$ and $Ng^{2N}(1-g^2)$ are each much smaller than one. The size of the correction term alone is no guide, because its two parts partly cancel. With $u=g^2$ it reads $u^N[N-(N+1)u]$, whose derivative $u^{N-1}[N^2-(N+1)^2u]$ vanishes at the threshold, so its largest value is $[N/(N+1)]^{2N+1}$. For $N=10$ this is only $0.135$, yet \eqref{law} then gives $|E|=0.0760\,t$, which is $16\%$ below the exact value $t/11=0.0909\,t$.

For a numerical example take the round parameters $t=3$ eV and $k=3\pi/4$. Then $g=2\cos(3\pi/8)=0.76537$, $g^2=0.58579$ and $1-g^2=0.41421$. In the semi-infinite lattice the amplitude changes by the factor $-0.76537$ per row. The probabilities on $A_1$, $A_2$ and $A_3$ are $0.414$, $0.243$ and $0.142$, each $0.586$ times the one before. The decay length is $\xi=3.74$ rows, or $3.24\,a$.

In a ribbon with $N=10$ the leading law needs $g^{10}=(0.58579)^5=0.06898$ and gives
\begin{equation}
2|E|\approx2\times3\ \text{eV}\times0.06898\times0.41421=0.1714\ \text{eV}.
\end{equation}
The exact condition has the solution $z=0.76694$, or $\kappa=0.26535$, and \eqref{z} yields $|E|=0.08723$ eV. The exact splitting is thus $0.1745$ eV, or $174.5$ meV, and the leading law lies $1.7\%$ below it. The correction in \eqref{law} accounts for most of the difference: with $g^{20}=0.00476$ it is $0.00476\times(4.1421-0.5858)=0.0169$, which raises the estimate to $0.1743$ eV. The two-state estimate \eqref{V} gives $|V|=0.0861$ eV, which is $1.3\%$ below the exact $|E|$. The dependence on width is as follows.
\begin{equation}
\begin{array}{ccc}
N & 2|E|\ \text{exact (eV)} & \text{leading law (eV)}\\
5 & 0.7552 & 0.6527\\
10 & 0.1745 & 0.1714\\
20 & 0.011826 & 0.011824\\
40 & 5.626\times10^{-5} & 5.626\times10^{-5}
\end{array}
\end{equation}
At $N=5$ the leading law is $14\%$ below the exact value. From $N=40$ to $N=41$ the energy changes by the factor $0.76537$, equal to $g$ to the digits shown.

The limit of validity is visible in the same ribbon of ten rows. Its threshold lies at $|g|=10/11=0.909$, or $k_c=0.6996\,\pi$, where $|E|=3\ \text{eV}/11=0.273$ eV. At $k=0.68\,\pi$, inside the semi-infinite interval, $g=0.9635$ exceeds the threshold and the ribbon has no edge state in this sense. The change of profile is gradual: the lowest state is a standing wave whose probability on the $A$ atoms is still largest at the lower edge, $0.107$ on $A_1$ against $0.130$ at the threshold, and falls without an exponential form to $0.002$ on $A_{10}$. Its lowest positive level is at $0.373$ eV, whereas the leading exponential law, used outside its range, would give $0.148$ eV.

The numerical check builds the Hamiltonian from atomic coordinates. It tests the amplitude ratio on a real-space ring, the interval through the zero-energy spectral weight of the edge atom at seven wavenumbers, and the ribbon spectrum, edge eigenvectors and threshold by diagonalization.

\section*{Computed results}
\begin{verbatim}
hopping t = 3.0 eV
wavenumber k = 0.75 pi = 2.3562 (units 1/a)
g = 2cos(k/2) = 0.76537; ratio per row = -0.76537
g^2 = 0.58579; 1-g^2 = 0.41421
amplitude decay length = 3.740 rows = 3.239 a
semi-infinite: probability on A_1 = 0.41421
semi-infinite: probability on A_2 = 0.24264
semi-infinite: probability on A_3 = 0.14214
semi-infinite: probability on A_4 = 0.08326
semi-infinite: probability on A_5 = 0.04877
ring test, 6 rows: largest residual off far edge = 1.1e-15 t
ring test: residual on far edge = 0.20101 t
ring test with ratio +g: largest residual = 1.531 t
zero-energy weight on edge atom: k/pi, g, computed, max(0,1-g^2)
  0.60    1.1756  0.00000  0.00000
  0.65    1.0450  0.00000  0.00000
  0.70    0.9080  0.17557  0.17557
  0.90    0.3129  0.90211  0.90211
  1.10   -0.3129  0.90211  0.90211
  1.30   -0.9080  0.17557  0.17557
  1.35   -1.0450  0.00000  0.00000
splitting 2E in eV: N, diagonalized, exact formula, leading law
   5  7.55194e-01  7.55194e-01  6.52715e-01
  10  1.74466e-01  1.74466e-01  1.71424e-01
  20  1.18262e-02  1.18262e-02  1.18241e-02
  40  5.62551e-05  5.62551e-05  5.62551e-05
N = 10: exp(-kappa) = 0.766937, kappa = 0.265351
N = 10: edge energy E = 0.087233 eV
N = 10: splitting 2E = 174.466 meV
N = 10: tunnelling matrix element = 0.086122 eV
N = 20: relative correction, diagonalized = 1.7434e-04
N = 20: relative correction, formula = 1.7426e-04
E(N=41)/E(N=40) = 0.765367
N = 10: |E| at k = pi is 0.0e+00 eV
N = 10: threshold |g| = N/(N+1) = 0.90909
N = 10: threshold k_c = 2.19787 = 0.69960 pi
N = 10: k_c - 2pi/3 = 0.10347, estimate 0.10497
N = 10: energy at threshold = 0.27273 eV
k = 0.68 pi: g = 0.96351
k = 0.68 pi, N = 10: lowest E = 0.37344 eV
k = 0.68 pi, N = 10: leading law would give 0.14822 eV
\end{verbatim}
